Two derivations of the cosh law for intrinsic semiconductor space-charge capacitance, part 1

(Sections cited here and not found follow in the second part.)

## First half: the law from Poisson's equation

At 300 K the model semiconductor electrode treated here has a space-charge capacitance of 0.0187 µF/cm² when its bands are flat, and 0.449 µF/cm² when they are bent by 0.20 V. The second value is 24 times the first. Bending the bands by 0.20 V in the opposite direction gives 0.449 µF/cm² again. Over the same 0.20 V the density of electrons at the surface rises from 2.0×10¹³ to 4.58×10¹⁶ cm⁻³, a factor of about 2300. Two facts ask for an explanation: the capacitance does not care about the direction of bending, and it grows far less than the carrier density. Both follow from the law

C(V) = C₀ cosh(eV/2kT),

where V is the band bending and C₀ the capacitance at flat band.

### The model and its conventions

A uniform semiconductor fills the region x > 0 and meets a liquid at x = 0. It is thick compared with the charged layer at its surface, so its interior is neutral and field-free. There the electron density n and the hole density p have the same value nᵢ, and there is no net fixed charge. The relative permittivity is ε.

The algebra uses atomic units, in which e = ħ = mₑ = 1 and 4πε₀ = 1. The product kT is an energy. A potential in volts divided by kT in eV gives the same pure number as the corresponding ratio in atomic units.

Let φ(x) be the electrostatic potential measured from the interior, so that φ → 0 far from the surface. The band bending is V = φ(0). An electron has potential energy −φ, so a positive V bends the bands downward at the surface and gathers electrons there. A negative V gathers holes.

Let Q be the charge per area in the semiconductor. The liquid side carries the opposite charge, −Q. The differential capacitance is the increase of the liquid-side charge per increase of V:

C = −dQ/dV.  (1)

It describes the space charge alone. Charge in surface states and the potential drop on the liquid side are separate matters, taken up in the second half.

The voltage is changed slowly, and no appreciable current flows, so both carriers stay in equilibrium with the interior. In a dilute gas of electrons the electrochemical potential is kT ln n − φ plus a constant. Equilibrium makes it uniform, and its interior value is kT ln nᵢ plus the same constant. Hence kT ln(n/nᵢ) = φ. For holes, which have potential energy +φ, the same argument gives kT ln(p/nᵢ) = −φ. With the abbreviation u = φ/kT,

n = nᵢ eᵘ,  p = nᵢ e⁻ᵘ.  (2)

These are the Boltzmann densities. They hold while both gases are dilute, and they treat each carrier as moving in the average potential of all the others. The charge density is

ρ = p − n = nᵢ(e⁻ᵘ − eᵘ) = −2nᵢ sinh u.  (3)

### First integration

In atomic units Poisson's equation is φ″ = −4πρ/ε, where a prime means d/dx. Inserting (3) and dividing by kT gives

u″ = (8πnᵢ/εkT) sinh u.

The factor in brackets has the dimension of an inverse length squared. We define the screening length L by

L² = εkT/(8πnᵢ),  (4)

and the equation becomes

u″ = sinh(u)/L².  (5)

Multiply both sides by u′. The left side is then the derivative of u′²/2, and the right side is the derivative of cosh(u)/L². Their difference is therefore constant in x. In the interior u = 0 and u′ = 0, so the constant is −1/L², and

u′²/2 = (cosh u − 1)/L².

The identity cosh u − 1 = 2 sinh²(u/2) turns the right side into a perfect square:

u′² = (4/L²) sinh²(u/2).  (6)

The sign of the root has to be chosen. For V > 0 the potential must fall from u(0) = V/kT to zero. By (6) the slope vanishes only where u = 0, so u cannot turn round on the way, and u′ is negative throughout. For V < 0 both signs are reversed. One expression covers both cases, because sinh is odd:

u′ = −(2/L) sinh(u/2).  (7)

A second integration confirms that this branch meets both boundary conditions. The derivative of ln tanh(u/4) with respect to u is

(1/4)/[sinh(u/4) cosh(u/4)] = 1/[2 sinh(u/2)].

For u > 0, equation (7) therefore says that ln tanh(u/4) has the slope −1/L in x, so

tanh(u/4) = tanh(V/4kT) e^(−x/L).  (8)

The right side has the correct value at x = 0 and vanishes in the interior. Reversing the signs of u and V leaves the formula valid.

### Charge and capacitance

The field is E = −φ′. Integrate Poisson's equation from the surface to the interior, where φ′ = 0:

−φ′(0) = −(4π/ε) ∫ρ dx = −4πQ/ε.

Thus Q = εφ′(0)/4π, and (7) at the surface gives

Q = −(εkT/2πL) sinh(V/2kT).  (9)

The sign is right: a positive V gathers electrons, and Q is negative. Differentiating with respect to V brings down a factor 1/(2kT), and (1) removes the minus sign:

C = (ε/4πL) cosh(V/2kT).

This is the law, with

C₀ = ε/(4πL).  (10)

Since dC/dV = (C₀/2kT) sinh(V/2kT) has the sign of V, the capacitance falls until V = 0 and rises afterwards. Flat band is its one minimum.

The flat-band value is that of a parallel-plate capacitor of thickness L. It can be written in another way. From (4), ε = 8πnᵢL²/kT, and so

C₀ = 2nᵢL/kT.  (11)

For small bending cosh z ≈ 1 + z²/2, so C ≈ C₀[1 + V²/(8k²T²)]. For |V| much larger than 2kT, C approaches (C₀/2) e^(|V|/2kT).

### Why the exponent is halved

Equation (6) is a balance of pressures. Multiplied by ε(kT)²/8π it reads

εE²/8π = ΔP,  ΔP = kT(n + p − 2nᵢ).  (12)

The left side is the electrostatic stress and ΔP is the excess pressure of the carrier gases. For any local law ρ(φ), let ΔP(φ) be defined by dΔP/dφ = −ρ and ΔP = 0 in the interior. Multiplying Poisson's equation by φ′ and integrating as before gives εE²/8π = ΔP again. Differentiate this at the surface with respect to V:

(ε/4π) Eₛ dEₛ/dV = −ρₛ.

The subscript s marks surface values. Since Q = −εEₛ/4π, the capacitance is (ε/4π) dEₛ/dV, and therefore

C = −ρₛ/Eₛ.  (13)

At strong bending ρₛ grows as e^(|V|/kT). The pressure grows at the same rate, but the field is its square root and grows as e^(|V|/2kT). Their quotient keeps half the exponent. In geometrical terms, the equivalent plate separation ε/(4πC) = L/cosh(V/2kT) is the mean depth of the charge added by a small change of V, and it shrinks as the bending grows.

### The numbers

The example takes T = 300 K, kT = 0.02585 eV, ε = 16 and nᵢ = 2.0×10¹³ cm⁻³. In SI form (4) reads L² = εε₀kT/(2e²nᵢ), and it gives L = 756 nm, or 7560 Å. Equation (11) then yields

C₀ = 2 × (2.0×10¹³ cm⁻³) × (7.56×10⁻⁵ cm)/(0.02585 V) = 1.17×10¹¹ e/(V cm²).

This equals 1.17×10⁻⁵ e/(V Å²), or 0.01874 µF/cm².

At V = 0.20 V the argument is 0.20/(2 × 0.02585) = 3.868, and its cosh is 23.94. Hence

C = 0.01874 × 23.94 = 0.449 µF/cm².

The equivalent plate separation has shrunk from 756 nm to 756/23.94 = 31.6 nm. At 0.10 V the capacitance is 0.0662 µF/cm². A direct numerical solution of Poisson's equation, in which the charge is summed over the grid and differentiated numerically, gives 0.01874, 0.06617 and 0.44860 µF/cm² at 0, 0.10 and 0.20 V. The formula gives the same printed digits, and the same holds for the negative bendings.

The charge at 0.20 V is −0.0232 µC/cm². The quotient |Q/V| is a different quantity from C. By (9), with z = V/2kT,

|Q/V|/C = tanh(z)/z,

which is 0.258 here. The cosh law belongs to the differential capacitance.

### Why the two densities must be equal

Suppose that the interior densities are n_b and p_b, with a uniform fixed charge n_b − p_b that keeps the interior neutral. Then

ρ = p_b e⁻ᵘ − n_b eᵘ + n_b − p_b.

This is −dG/du, where

G = n_b(eᵘ − 1 − u) + p_b(e⁻ᵘ − 1 + u).

Poisson's equation becomes u″ = (4π/εkT) dG/du. Multiplication by u′ and integration from the interior, where G = 0, give u′² = (8π/εkT)G. The charge is thus proportional to √G, and C is proportional to the derivative of ±√G, with the sign of u. Near flat band, with a = n_b + p_b and b = n_b − p_b, the exponentials expand to

G = (a/2)u² + (b/6)u³ + … = (a/2)u²[1 + bu/(3a) + …].

The signed root is

±√G = √(a/2) u[1 + bu/(6a) + …],

and its derivative is √(a/2)[1 + bu/(3a) + …]. The logarithmic slope of C at flat band is therefore

d ln C/du = (n_b − p_b)/[3(n_b + p_b)].  (14)

It vanishes if, and only if, the densities are equal. Otherwise flat band is not the minimum.

For net donors of 1.0×10¹³ cm⁻³, half of nᵢ, the condition n_b p_b = nᵢ² gives n_b = 2.562×10¹³ and p_b = 1.562×10¹³ cm⁻³. The slope is 1.000/(3 × 4.124) = 0.081. For small u the cosh law contributes u²/8 to ln C. Adding the linear term puts the minimum near u = −4 × 0.081 = −0.32, or −8.4 mV. The full unequal-density formula places it at −8.5 mV, where C is 0.01877 µF/cm² against 0.01903 µF/cm² at flat band.

### Where the carriers stop being dilute

The Boltzmann densities fail when the surface density approaches the effective density of states N of the band. With a gap of 0.66 eV and equal N for both bands, N is 6.99×10¹⁸ cm⁻³. Let z now denote the Boltzmann value of n/N. The Fermi-Dirac occupation 1/(eᵗ/z + 1), with t the kinetic energy over kT, expands as z e⁻ᵗ − z² e⁻²ᵗ. Weighting by √t, as the density of states requires, makes the second integral 2^(−3/2) times the first. Thus

n = N(z − z²/2^(3/2)),  ΔP ≈ kT N(z − z²/2^(5/2)),

where the pressure follows from dΔP/dφ = n, because z is proportional to eᵘ, and holes are neglected. Equation (13) divides n by the square root of ΔP, so the relative change of C is

−z/2^(3/2) + z/(2 × 2^(5/2)) = −0.265z.

At 0.20 V, z = 4.58×10¹⁶/6.99×10¹⁸ = 0.0066, and C falls by 0.17 %. The full Fermi-Dirac calculation gives 0.173 % there and 7.2 % at 0.30 V. The latter bending is close to half the gap, 0.33 V, where the Fermi level meets the band edge at the surface in this model. With unequal band densities, 1.04×10¹⁹ cm⁻³ for electrons and 5×10¹⁸ cm⁻³ for holes as is roughly the case in germanium, the reduction is about 5 % at +0.30 V and about 10 % at −0.30 V.

## Second half: the law from the work of charging

The symbols are those of the first half. The potential φ is zero in the interior and V at the surface; u = φ/kT; the carrier densities n and p both equal nᵢ in the interior; ρ = p − n; and L² = εkT/(8πnᵢ). Atomic units are used. The result to be reached again is

C = C₀ cosh(V/2kT),  C₀ = ε/(4πL).

For the example, L = 756 nm, C₀ = 0.01874 µF/cm², and at V = 0.20 V the argument V/2kT is 3.868 with cosh 23.94.

The second derivation asks how much reversible work it takes to charge the surface. It starts from a free energy, and the Boltzmann densities come out as a result.

### Free energy at given charge

Place a charge σ per area on the liquid side of the surface. The semiconductor answers with the opposite charge, ∫ρ dx = −σ. Here and below, integrals over x run from the surface to the deep interior. The free energy per area, measured from the uncharged state, has an electrostatic part and a part from the carrier gases.

The electrostatic part is U = ∫(ε/8π)φ′² dx. For the gases, an ideal gas of density n has free energy density f(n) = kT n(ln n − 1), apart from a term proportional to n that will cancel. The interior acts as a reservoir. Carriers taken from it cost its chemical potential f′(nᵢ) = kT ln nᵢ each, so the excess over the uniform state is

f(n) − f(nᵢ) − f′(nᵢ)(n − nᵢ) = kT[n ln(n/nᵢ) − n + nᵢ].

Holes contribute the same expression in p. The total is

A = U + kT ∫[n ln(n/nᵢ) − n + nᵢ + p ln(p/nᵢ) − p + nᵢ] dx.  (15)

We need the change of U when the charges change a little. It is

δU = (ε/4π) ∫φ′ δφ′ dx.

Integrate by parts. The boundary term in the interior vanishes because φ = 0 there, which leaves

δU = −(ε/4π) V δφ′(0) − (ε/4π) ∫φ δφ″ dx.

The interior is field-free and the semiconductor holds the charge −σ, so Gauss's law gives φ′(0) = −4πσ/ε just inside the surface. Poisson's equation gives δφ″ = −4πδρ/ε. Both minus signs cancel:

δU = V δσ + ∫φ δρ dx.  (16)

Each added charge costs the potential at the place where it is put. The same integration by parts, with φ in place of δφ, gives

2U = σV + ∫ρφ dx.  (17)

Poisson's equation has given the cosh law, and the second derivation now has its free energy and the rule for how the electrostatic part changes with the charges. It remains to minimise that free energy, recover the law from the work of charging, and see how the result stands beside a real electrode.
